# Exchange and RPA energy of a gated two-dimensional electron gas: test program

```python
# Result under test: exchange and RPA correlation energy per electron of an
# unpolarized 2D electron gas at distance d from an ideal metal gate, with
#   v(r) = 1/r - 1/sqrt(r^2+4d^2),   v(q) = 2 pi (1-exp(-2 q d))/q.
# Hartree atomic units. kF: Fermi wave number, density n = kF^2/(2 pi).
# z = q/(2 kF), u = omega/(q kF), P = -pi * chi0(q, i omega).
# Near the gate: e_x -> -kF^2 d/2,
#                e_c -> -2 (kF d)^2 [ln(1/(kF d)) + C].
import numpy as np
from scipy import constants
from scipy.special import j0, j1, iv, modstruve


def gauss_panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    t, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, float)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * t).ravel(),
            (half[:, None] * w).ravel())


def v_q(q, d):
    return -2 * np.pi * np.expm1(-2 * q * d) / q


def v_r(r, d):
    return 1 / r - 1 / np.sqrt(r * r + 4 * d * d)


def exchange(kF, d):
    theta, w = gauss_panels(np.linspace(0, np.pi / 2, 9), 40)
    y = np.sin(theta)
    hole = np.pi / 2 - theta - y * np.cos(theta)
    integrand = -np.expm1(-4 * kF * d * y) * hole * np.cos(theta)
    return -2 * kF / np.pi * np.sum(w * integrand)


def exchange_closed(kF, d):
    a = 4 * kF * d
    bracket = (2 / 3 - np.pi / (2 * a)
               + np.pi / a**2 * (iv(1, a) - modstruve(1, a)))
    return -2 * kF / np.pi * bracket


def response_P(z, u):
    w = z + 1j * u
    return (1 / (w + np.sqrt(w * w - 1))).real / z


Z_MAX = 1e5


def zu_grid(z_max=Z_MAX, order=32):
    """Quadrature grid in z and u; u is stretched with max(1, z)."""
    base = [0, 0.05, 0.5, 1, 1.5, 3, 10, 30, 100, 300,
            1e3, 3e3, 1e4, 3e4, 1e5]
    edges = [e for e in base if e < z_max] + [z_max]
    z, wz = gauss_panels(edges, order)
    tau, wt = gauss_panels([0, 0.25, 0.5, 0.75, 1], order)
    t = tau / (1 - tau)
    scale = np.maximum(1, z)[:, None]
    u = scale * t**2
    wu = scale * 2 * t * wt / (1 - tau)**2
    return z[:, None], u, wz[:, None] * wu


def correlation(kF, d, z_max=Z_MAX, order=32):
    z, u, w = zu_grid(z_max, order)
    x = -np.expm1(-4 * kF * d * z) / (kF * z) * response_P(z, u)
    series = -x**2 / 2 + x**3 / 3 - x**4 / 4
    f = np.where(x < 1e-3, series, np.log1p(x) - x)
    return 4 * kF**2 / np.pi * np.sum(w * z**2 * f)


def correlation_from_modes(kF, d, z_max):
    """Zero-point energy shift of the diagonalized density modes."""
    q_nodes, q_weights = gauss_panels(
        2 * kF * np.array([0, 0.2, 1, 3, z_max]), 14)
    total = 0.0
    for q, wq in zip(q_nodes, q_weights):
        edges = [-q / 2, kF - q, kF] if q < 2 * kF else [-kF, kF]
        k, wk = gauss_panels(edges, 60)
        chord = (np.sqrt(np.maximum(kF**2 - k**2, 0))
                 - np.sqrt(np.maximum(kF**2 - (k + q)**2, 0)))
        weight = np.maximum(chord, 0) * wk / np.pi**2
        D = q * q / 2 + q * k
        root = np.sqrt(D * weight)
        M = np.diag(D**2) + 2 * v_q(q, d) * np.outer(root, root)
        Omega = np.sqrt(np.maximum(np.linalg.eigvalsh(M), 0))
        shift = Omega.sum() - D.sum() - v_q(q, d) * weight.sum()
        total += wq * q / (2 * np.pi) * shift / 2
    return total / (kF**2 / (2 * np.pi))


def second_order_ratio(kFd):
    """Exchange/ring ratio at second order: 10 electrons, periodic box."""
    occupied = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]
    d = kFd / (np.sqrt(2 * np.pi * 10) / (2 * np.pi))
    g = np.arange(-200, 201)
    qx, qy = np.meshgrid(g, g, indexing="ij")
    ring = cross = 0.0
    for kx, ky in occupied:
        for px, py in occupied:
            e1 = (kx + qx)**2 + (ky + qy)**2
            e2 = (px - qx)**2 + (py - qy)**2
            ok = (e1 > 1) & (e2 > 1)
            gap = (e1 + e2 - kx**2 - ky**2 - px**2 - py**2)[ok] / 2
            direct = v_q(np.hypot(qx, qy)[ok], d)
            swapped = v_q(np.hypot(px - kx - qx, py - ky - qy)[ok], d)
            ring += np.sum(2 * direct**2 / gap)
            cross -= np.sum(direct * swapped / gap)
    return cross / ring


# --- interaction and exchange, from real space
kT, dT = 1.3, 0.4
r, wr = gauss_panels(np.arange(0, 2001, 2.0), 16)
hankel = 2 * np.pi * np.sum(wr * r * j0(0.8 * r) * v_r(r, dT))
assert abs(hankel / v_q(0.8, dT) - 1) < 1e-5
x_real = -np.sum(wr * v_r(r, dT) * j1(kT * r)**2 / r)
x_test = exchange(kT, dT)
assert abs(x_real / x_test - 1) < 1e-7
assert abs(exchange_closed(kT, dT) / x_test - 1) < 1e-9
near = -kT**2 * 1e-3 / 2 + 64 * kT**3 * 1e-6 / (45 * np.pi)
assert abs(exchange(kT, 1e-3) / near - 1) < 1e-4
far = -4 * kT / (3 * np.pi) + 1 / 40 - 1 / (400 * np.pi * kT)
assert abs(exchange(kT, 10.0) - far) < 1e-5

# --- density response, from the integral over the Fermi disk
qT, omT = 1.1, 0.7
k, wk = gauss_panels([0, kT], 60)
angle = 2 * np.pi * np.arange(400) / 400
D = qT**2 / 2 + qT * k[:, None] * np.cos(angle)
disk = np.sum((wk * k)[:, None] * D / (D**2 + omT**2))
disk *= (2 * np.pi / 400) / np.pi**2
formula = response_P(qT / (2 * kT), omT / (qT * kT)) / np.pi
assert abs(disk / formula - 1) < 1e-8

# --- whole RPA energy, from diagonalized modes with the same q cutoff
c_modes = correlation_from_modes(kT, dT, 20.0)
c_freq = correlation(kT, dT, z_max=20.0)
assert abs(c_modes / c_freq - 1) < 2e-3  # discretized pair continuum
for gate in (np.inf, 1.0, 0.01):
    coarse, fine = correlation(1.0, gate), correlation(1.0, gate, order=48)
    assert abs(coarse / fine - 1) < 1e-5

# --- constant of the near-gate law
z, u, w = zu_grid()
K = np.sum(w * z**2 * response_P(z, u)**2) - np.pi / 16 * np.log(Z_MAX)
C = 1.5 - np.euler_gamma - 4 * np.log(2) + 16 * K / np.pi


def c_near(kF, d):
    return -2 * (kF * d)**2 * (np.log(1 / (kF * d)) + C)


for kF in (1.0, 2.0):
    d = 1e-3 / kF
    assert abs(correlation(kF, d) / c_near(kF, d) - 1) < 3e-3

# --- gate approaches at fixed density
kF = 1.0
eV = constants.physical_constants["Hartree energy in eV"][0]
print(f"kF = {kF:.3f} 1/bohr, n = {kF**2/(2*np.pi):.5f} 1/bohr^2, "
      f"rs = {np.sqrt(2)/kF:.4f} bohr")
print(f"free kinetic energy per electron = {kF**2/4:.4f} hartree")
print("Fixed density; energies per electron in hartree")
print("kF*d     e_x         e_c(RPA)    e_x+e_c     e_c/e_x  "
      "Hartree+e_x+e_c")
xs, cs = [], []
for kd in (np.inf, 10, 3, 1, 0.3, 0.1, 0.03, 0.01, 0.001):
    ex, ec = exchange(kF, kd / kF), correlation(kF, kd / kF)
    xs.append(ex)
    cs.append(ec)
    print(f"{kd:<7g} {ex:11.4e} {ec:11.4e} {ex+ec:11.4e} "
          f"{ec/ex:8.4f}  {kF*kd+ex+ec:11.4e}")
    if kd == 1:
        sum_one = ex + ec
assert np.all(np.diff(xs) > 0) and np.all(np.diff(cs) > 0)
print(f"e_x+e_c at kF*d = 1: {sum_one:.5f} hartree = {sum_one*eV:.3f} eV")
print(f"e_x+e_c without gate: {xs[0]+cs[0]:.5f} hartree = "
      f"{(xs[0]+cs[0])*eV:.3f} eV")

print(f"near-gate constants: K = {K:.5f}, C = {C:.5f}")
print("kF*d    e_x/(-kF^2 d/2)   e_c/(near-gate law)")
for kd in (0.1, 0.01, 0.001):
    print(f"{kd:<7g} {exchange(kF, kd/kF)/(-kF*kd/2):.5f}"
          f"           {correlation(kF, kd/kF)/c_near(kF, kd/kF):.5f}")

print("Second-order exchange / ring term, 10 electrons in a box")
ratios = []
for kd in (1.0, 0.1, 0.01):
    ratios.append(second_order_ratio(kd))
    print(f"kF*d = {kd:<5g} ratio = {ratios[-1]:.4f}")
assert abs(ratios[-1] + 0.5) < 0.01
assert abs(ratios[0] + 0.5) > abs(ratios[-1] + 0.5)

# --- dilution at fixed gate distance
d = 1.0
print(f"Dilution at d = {d:.1f} bohr; energies divided by kF^2 "
      "(hartree bohr^2)")
print("kF (1/bohr)  e_x/kF^2   e_c/kF^2   (Hartree+e_x+e_c)/kF^2")
scaled_c, bound = [], []
for kF in (1.0, 0.1, 0.01, 0.001, 0.0001):
    ex, ec = exchange(kF, d) / kF**2, correlation(kF, d) / kF**2
    scaled_c.append(ec)
    bound.append(d + ex + ec)
    print(f"{kF:<11g} {ex:9.5f} {ec:10.5f} {bound[-1]:12.5f}")
slope = (scaled_c[-2] - scaled_c[-1]) / np.log(10)
print(f"slope of e_c/kF^2 against ln kF = {slope:.4f}; "
      f"2 d^2 = {2*d*d:.4f} (hartree bohr^2)")
assert abs(slope / (2 * d * d) - 1) < 0.02
assert bound[-1] < 0  # below the exact lower bound for v(r) > 0

print("Checks: independent value, formula value (kF = 1.3, d = 0.4)")
print(f"exchange: real space {x_real:.7f}, formula {x_test:.7f} hartree")
print(f"RPA, q < 40 kF: modes {c_modes:.6f}, "
      f"frequency integral {c_freq:.6f} hartree")
print("checks complete")
```

Running it gives:

```
kF = 1.000 1/bohr, n = 0.15915 1/bohr^2, rs = 1.4142 bohr
free kinetic energy per electron = 0.2500 hartree
Fixed density; energies per electron in hartree
kF*d     e_x         e_c(RPA)    e_x+e_c     e_c/e_x  Hartree+e_x+e_c
inf     -4.2441e-01 -1.8042e-01 -6.0483e-01   0.4251          inf
10      -4.0021e-01 -1.7981e-01 -5.8002e-01   0.4493   9.4200e+00
3       -3.4986e-01 -1.7515e-01 -5.2501e-01   0.5006   2.4750e+00
1       -2.4819e-01 -1.5058e-01 -3.9876e-01   0.6067   6.0124e-01
0.3     -1.1682e-01 -7.8776e-02 -1.9559e-01   0.6744   1.0441e-01
0.1     -4.5787e-02 -2.4016e-02 -6.9803e-02   0.5245   3.0197e-02
0.03    -1.4601e-02 -4.1625e-03 -1.8764e-02   0.2851   1.1236e-02
0.01    -4.9551e-03 -6.7917e-04 -5.6342e-03   0.1371   4.3658e-03
0.001   -4.9955e-04 -1.1389e-05 -5.1094e-04   0.0228   4.8906e-04
e_x+e_c at kF*d = 1: -0.39876 hartree = -10.851 eV
e_x+e_c without gate: -0.60483 hartree = -16.458 eV
near-gate constants: K = 0.12494, C = -1.21351
kF*d    e_x/(-kF^2 d/2)   e_c/(near-gate law)
0.1     0.91573           1.10259
0.01    0.99101           1.00124
0.001   0.99910           1.00005
Second-order exchange / ring term, 10 electrons in a box
kF*d = 1     ratio = -0.4621
kF*d = 0.1   ratio = -0.4990
kF*d = 0.01  ratio = -0.5000
Dilution at d = 1.0 bohr; energies divided by kF^2 (hartree bohr^2)
kF (1/bohr)  e_x/kF^2   e_c/kF^2   (Hartree+e_x+e_c)/kF^2
1            -0.24819   -0.15058      0.60124
0.1          -0.45787   -1.78179     -1.23966
0.01         -0.49551   -5.53498     -5.03048
0.001        -0.49955  -10.01794     -9.51748
0.0001       -0.49995  -14.60926    -14.10921
slope of e_c/kF^2 against ln kF = 1.9940; 2 d^2 = 2.0000 (hartree bohr^2)
Checks: independent value, formula value (kF = 1.3, d = 0.4)
exchange: real space -0.2245115, formula -0.2245115 hartree
RPA, q < 40 kF: modes -0.120548, frequency integral -0.120548 hartree
checks complete
```
